\section*{Why Copper's Cathodic and Anodic Tafel Slopes Differ}

\section{Two electrons, two steps}

\textbf{Q.} I measure steady currents at a copper electrode in a stirred, additive-free acid sulfate solution, corrected for ohmic drop. Deposition needs roughly 120 mV per decade of current, dissolution roughly 40. It is the same reaction run in two directions. Why are the slopes not equal?

\textbf{A.} Because the two electrons are transferred one after the other, and the slow transfer sits at a different place in the sequence for each direction. The steps are
\begin{align}
\mathrm{Cu^{2+}}+e^- &\rightleftharpoons \mathrm{Cu^+}\quad\text{(step 1, slow)},\\
\mathrm{Cu^{+}}+e^- &\rightleftharpoons \mathrm{Cu}\quad\text{(step 2, fast)}.
\end{align}
In deposition the slow step comes first and acts on $\mathrm{Cu^{2+}}$, whose concentration you control. In dissolution it comes second and acts on $\mathrm{Cu^+}$, whose concentration the potential controls. To turn this into slopes we need the rate of each step.

\textbf{Q.} How does the potential enter one elementary step?

\textbf{A.} Through its barriers. Let $E$ be the electrode potential. Raising it by $\Delta E$ lowers the energy of electrons in the metal, so the molar free energy of a one-electron reduction rises by $F\Delta E$. Suppose a fraction $\beta$ of this appears in the reduction barrier. The oxidation barrier is the reduction barrier minus the reaction free energy, so it changes by
\begin{equation}
\beta F\Delta E-F\Delta E=-(1-\beta)F\Delta E .
\end{equation}
The symmetry factor $\beta$ lies between 0 and 1. I treat it as constant over the range of potential.

Let $c_2$ and $c_1$ be the surface concentrations of $\mathrm{Cu^{2+}}$ and $\mathrm{Cu^+}$, $c^\circ$ the standard concentration, and $f=F/RT$. With ideal solutions and unit activity for the metal, the net reduction rates per area are
\begin{align}
r_1&=k_1\left[c_2e^{-\beta f(E-E_1)}-c_1e^{(1-\beta)f(E-E_1)}\right],\label{r1}\\
r_2&=k_2\left[c_1e^{-\beta_2f(E-E_2)}-c^\circ e^{(1-\beta_2)f(E-E_2)}\right].\label{r2}
\end{align}
Here $E_1,E_2$ are the standard potentials of the steps, $k_1,k_2$ their rate constants and $\beta_2$ the symmetry factor of step 2. Each reduction event consumes one electron. With anodic current positive, the current density is therefore
\begin{equation}
i=-F(r_1+r_2).\label{i}
\end{equation}

\textbf{Q.} Where is equilibrium?

\textbf{A.} Where both rates vanish. Setting each bracket to zero gives
\begin{equation}
\frac{c_2}{c_1}=e^{f(E-E_1)},\qquad \frac{c_1}{c^\circ}=e^{f(E-E_2)} .
\end{equation}
Multiplying the two removes $c_1$, and taking the logarithm gives
\begin{equation}
E_{\rm eq}=\frac{E_1+E_2}{2}+\frac{1}{2f}\ln\frac{c_2}{c^\circ},\qquad
c_{1,\rm eq}=c^\circ e^{f(E_{\rm eq}-E_2)} .\label{eq}
\end{equation}
Now measure the potential from equilibrium: $\eta=E-E_{\rm eq}$, $x=f\eta$, and let $u=c_1/c_{1,\rm eq}$. At equilibrium the two terms of each rate are equal. Their common values are the exchange rates
\begin{equation}
v_1=k_1c_2e^{-\beta f(E_{\rm eq}-E_1)},\qquad
v_2=k_2c_{1,\rm eq}e^{-\beta_2f(E_{\rm eq}-E_2)} .\label{v}
\end{equation}
Away from equilibrium each term acquires its own exponential in $x$, and terms containing $c_1$ also acquire $u$:
\begin{align}
r_1&=v_1\left[e^{-\beta x}-u\,e^{(1-\beta)x}\right],\label{r1x}\\
r_2&=v_2\left[u\,e^{-\beta_2x}-e^{(1-\beta_2)x}\right].\label{r2x}
\end{align}

\section{The slopes}

\textbf{Q.} What does a fast second step do to these equations?

\textbf{A.} If $v_2$ is large, a finite net rate $r_2$ requires its bracket to be nearly zero. Then $u\,e^{-\beta_2x}=e^{(1-\beta_2)x}$, so
\begin{equation}
u=e^{x}.\label{pin}
\end{equation}
This is the Nernst relation between copper metal and $\mathrm{Cu^+}$. The small bracket does not make $r_2$ zero, since it is multiplied by a large $v_2$. In the steady state, with no loss of $\mathrm{Cu^+}$ into solution, $r_2=r_1$, and Eq.~(\ref{i}) becomes $i=-2Fr_1$. Inserting Eq.~(\ref{pin}) in Eq.~(\ref{r1x}),
\begin{equation}
i=i_0\left[e^{(2-\beta)f\eta}-e^{-\beta f\eta}\right],\qquad i_0=2Fv_1 .\label{law}
\end{equation}
The anodic exponent is the sum of two parts: $1$ from the population of $\mathrm{Cu^+}$ and $1-\beta$ from the barrier of the slow step. The cathodic term has the barrier part $\beta$ alone.

Far from equilibrium one exponential dominates. On the cathodic side $\log_{10}|i|=\log_{10}i_0-\beta f\eta/\ln10$; on the anodic side $\beta$ is replaced by $-(2-\beta)$. The Tafel slopes are thus
\begin{equation}
b_c=\frac{RT\ln10}{\beta F},\qquad b_a=\frac{RT\ln10}{(2-\beta)F},\qquad \frac{b_c}{b_a}=\frac{2-\beta}{\beta}.
\end{equation}
At 298.15 K, where $RT/F=25.693$ mV, $\beta=1/2$ gives $b_c=118.3$ and $b_a=39.4$ mV per decade.

\textbf{Q.} How much depends on $\beta=1/2$?

\textbf{A.} The ratio 3 does; the inequality does not. The slopes would be equal only at $\beta=1$, and any smaller value makes the anodic slope the smaller one. With $\beta=0.4$ the formulas give $b_c=147.9$ and $b_a=37.0$ mV per decade. The value one half is an assumption that the transition state of step 1 feels half the change in driving force.

The sum of the two coefficients, $\beta+(2-\beta)=2$, does not depend on $\beta$. The ratio of the anodic to the cathodic term in Eq.~(\ref{law}) is $e^{2F\eta/RT}$, which contains the free energy $2F\eta$ of the whole two-electron reaction. The sum equals 2 because the slow step occurs once for each copper atom deposited or dissolved. Within this two-step scheme, the choice of slow step and its symmetry factor decide how the 2 is divided.

\section{A numerical case}

\textbf{Q.} Can you show the two factors at work in numbers?

\textbf{A.} Take round model parameters: $E_1=0.1$ V, $E_2=0.5$ V, $c_2=500$ and $c^\circ=1000$ mol/m$^3$, $k_1=5\times10^{-6}$ m/s, $k_2=0.1$ m/s, $\beta=\beta_2=0.5$. They are not measured constants of copper. Because $E_2$ lies well above $E_1$, $\mathrm{Cu^+}$ is a minority species. Equation~(\ref{eq}) gives
\begin{align}
E_{\rm eq}&=0.3+\tfrac12(0.025693)\ln 0.5=0.2911\ \text{V},\\
c_{1,\rm eq}&=1000\,e^{-0.2089/0.025693}=0.294\ \text{mol/m}^3 .
\end{align}
From Eq.~(\ref{v}), $v_1=6.065\times10^{-5}$ and $v_2=1.716$ mol/(m$^2$\,s), so $v_2/v_1=2.83\times10^4$ and $i_0=2Fv_1=11.70$ A/m$^2$.

I do not impose Eq.~(\ref{pin}) here. At each potential I solve $r_1=r_2$ numerically for $c_1$, using Eqs.~(\ref{r1}) and (\ref{r2}), and then take the current from Eq.~(\ref{i}). For a shift of 100 mV the barrier factor is $e^{x/2}=7.00$.

At $\eta=+100$ mV the solution has $u=48.9$. The slow oxidation is faster than at equilibrium by $48.93\times7.001\approx343$, and the current density is 4008 A/m$^2$, or about 401 mA/cm$^2$. At $\eta=-100$ mV the reactant of the slow step is $\mathrm{Cu^{2+}}$, whose concentration has not changed. The gain is 7.00, and the current density is $-81.9$ A/m$^2$, or about $-8.2$ mA/cm$^2$.

The two currents differ in size by a factor 48.9, the same as the rise in $\mathrm{Cu^+}$. Equation~(\ref{law}) explains this. For $x>0$,
\begin{equation}
\left|\frac{i(x)}{i(-x)}\right|
=\frac{e^{(1-\beta)x}(e^x-e^{-x})}{e^{-(1-\beta)x}(e^x-e^{-x})}
=e^{2(1-\beta)x},
\end{equation}
which is $e^x$ when $\beta=1/2$.

\textbf{Q.} Suppose the $\mathrm{Cu^+}$ concentration could not respond?

\textbf{A.} Then $u=1$ in Eq.~(\ref{r1x}), and step 1 alone would carry the current $-Fr_1=\tfrac12i_0[e^{(1-\beta)x}-e^{-\beta x}]$, the law of a single one-electron step. Evaluated at $+200$ mV, its local slope is 118.2 mV per decade. The steep growth of the current of step 1 has disappeared, although its barrier is unchanged. This isolates step 1 and is not the total current. Holding $c_1$ fixed would need an outside sink or source of $\mathrm{Cu^+}$, and step 2 would then carry a far larger current of its own, about $8\times10^6$ A/m$^2$ at $+200$ mV, with slopes set by $\beta_2$. With $\beta=1/2$ the whole asymmetry comes from the population of the intermediate. For other values of $\beta$ the barrier alone would already make the two slopes of step 1 unequal, with $b_c/b_a=(1-\beta)/\beta$.

\textbf{Q.} And if the second step were the slow one?

\textbf{A.} Then step 1 is equilibrated. Setting the bracket of Eq.~(\ref{r1x}) to zero gives $u=e^{-x}$, and $i=-2Fr_2$ becomes
\begin{equation}
i=2Fv_2\left[e^{(1-\beta_2)x}-e^{-(1+\beta_2)x}\right].
\end{equation}
Now deposition has the pre-equilibrium. With $k_1=1$ m/s, $k_2=10^{-6}$ m/s and the other parameters kept, the numerical slopes are 39.4 mV per decade at $-100$ mV and 118.1 at $+100$ mV. They have changed places. Your data therefore favour step 1 as the slow one within this two-step scheme. They do not prove the scheme, because any other mechanism with the same two coefficients would give the same slopes.

\section{When the second step is not fast enough}

\textbf{Q.} How fast must step 2 be?

\textbf{A.} That follows from the steady state without the limit $v_2\to\infty$. Equating Eqs.~(\ref{r1x}) and (\ref{r2x}) and collecting $u$,
\begin{equation}
u=\frac{v_1e^{-\beta x}+v_2e^{(1-\beta_2)x}}{v_1e^{(1-\beta)x}+v_2e^{-\beta_2x}} .\label{u}
\end{equation}
Put this in $i=2Fv_1[u\,e^{(1-\beta)x}-e^{-\beta x}]$ over the common denominator. The numerator of the bracket is
\begin{align}
&e^{(1-\beta)x}\left[v_1e^{-\beta x}+v_2e^{(1-\beta_2)x}\right]
-e^{-\beta x}\left[v_1e^{(1-\beta)x}+v_2e^{-\beta_2x}\right]\nonumber\\
&\qquad=v_2\left[e^{(2-\beta-\beta_2)x}-e^{-(\beta+\beta_2)x}\right],
\end{align}
since the $v_1$ terms cancel. Dividing numerator and denominator by $v_2e^{-\beta_2x}$ gives
\begin{equation}
i=i_0\,\frac{e^{(2-\beta)x}-e^{-\beta x}}{1+\epsilon},\qquad
\epsilon=\frac{v_1}{v_2}\,e^{(1-\beta+\beta_2)x}.\label{full}
\end{equation}
The number $\epsilon$ compares the two fates of a $\mathrm{Cu^+}$ ion: oxidation to $\mathrm{Cu^{2+}}$ divided by reduction to metal. The simple law needs $\epsilon\ll1$. On the anodic side $\epsilon$ grows with $x$, so the law must eventually fail there. It reaches 1 at
\begin{equation}
x^*=\frac{\ln(v_2/v_1)}{1-\beta+\beta_2}.
\end{equation}
Far beyond this point $i\to2Fv_2e^{(1-\beta_2)x}$. The release of $\mathrm{Cu^+}$ from the metal is then the slow process, and the anodic slope rises to $RT\ln10/[(1-\beta_2)F]$.

\textbf{Q.} Could I see that change in an experiment?

\textbf{A.} It depends on $v_2/v_1$. In the numerical case $\eta^*=25.693\ln(2.83\times10^4)\approx263$ mV. With both symmetry factors one half, the current there is close to $\tfrac12i_0(v_2/v_1)^{3/2}$, about $3\times10^7$ A/m$^2$. I would not trust a model without transport limits or surface films at such a current.

If $k_2$ is a thousand times smaller, $v_2/v_1=28.3$ and the crossover falls to 86 mV, with a current near 900 A/m$^2$. The slope is 59.0 mV per decade at the crossover and 118.3 at $+300$ mV. The second value belongs to a model current of $1.1\times10^5$ A/m$^2$, which ordinary stirring cannot sustain. With stirring strong enough to prevent a salt film, you could see the slope rise from 44 mV per decade at $+50$ mV to 59 at the crossover, but not reach its final value. An electrode with such a second step would show no long anodic line of slope 39 mV, even though step 1 is the slower step at equilibrium.

\textbf{Q.} Does the cathodic line have a similar end?

\textbf{A.} Not from this cause. For negative $x$, $\epsilon$ decreases, and the cathodic law improves. Yet $\mathrm{Cu^+}$ does leave equilibrium with the metal. Dividing Eq.~(\ref{u}) by $e^x$,
\begin{equation}
\frac{u}{e^x}=\frac{1+(v_1/v_2)e^{-(1+\beta-\beta_2)x}}{1+\epsilon}.
\end{equation}
With $k_2=0.1$ m/s again and $\eta=-300$ mV, this ratio is 5.16: there is five times more $\mathrm{Cu^+}$ than Eq.~(\ref{pin}) predicts. The kinetic slope, calculated with the surface concentration of $\mathrm{Cu^{2+}}$ held at its bulk value, is still 118.3 mV per decade. The cathodic line of slope $b_c$ does not require an equilibrated second step; it requires that $\mathrm{Cu^+}$ be reduced much faster than it is oxidised back.

\section{Reading the data}

\textbf{Q.} Over what range should I fit the lines?

\textbf{A.} In the model, the opposite reaction bends them near equilibrium, and $\epsilon$ does at high anodic potential. In a real cell transport can end the anodic line earlier. Dissolution raises the surface concentration of $\mathrm{Cu^{2+}}$ above the bulk value by about $i/(2Fm_2)$, where $m_2$ is its mass-transfer coefficient. For $m_2=10^{-5}$ m/s and 4008 A/m$^2$ this is about 2100 mol/m$^3$, more than the solubility of copper sulfate allows. A salt film is to be expected first. With this $m_2$ the surface concentration reaches 1400 mol/m$^3$, roughly the solubility in water at room temperature, at $+86$ mV. It reaches 1000 mol/m$^3$ at $+76$ mV, and sulfuric acid lowers the solubility. The anodic currents of the main case at $+90$ mV and above, and somewhat below in a strongly acid bath, are therefore kinetic values; to measure them you would need much stronger stirring, and real data should be fitted only below the onset of a film. Differentiating the logarithm of Eq.~(\ref{full}) for $x>0$ gives the local anodic coefficient
\begin{equation}
\frac{d\ln i}{dx}=2-\beta+\frac{2}{e^{2x}-1}-(1-\beta+\beta_2)\frac{\epsilon}{1+\epsilon}.
\end{equation}
At $+100$ mV in the main case, the third term is $8\times10^{-4}$ and the last is $1.7\times10^{-3}$. The coefficient is 1.499, and the slope is 39.5 mV per decade. At $-100$ mV the opposite reaction raises the cathodic coefficient from 0.5 to 0.5008, which gives 118.1 instead of 118.3.

Both Tafel lines should extrapolate to $i_0$ at $\eta=0$. For the kinetic currents of the model, least-squares lines through $\ln|i|$ at nine potentials between 90 and 130 mV on each side give 11.68 A/m$^2$ from the cathodic branch and 11.78 from the anodic one, against 11.70 from $2Fv_1$. Such close agreement needs a suitable window and currents corrected for transport. Between 40 and 80 mV the opposite reaction lowers both intercepts to 10.9 A/m$^2$. Uncorrected depletion of $\mathrm{Cu^{2+}}$ with $m_2=10^{-5}$ m/s raises the cathodic intercept of the 90 to 130 mV window to 12.9 A/m$^2$.

The region near equilibrium gives a third value. Expanding Eq.~(\ref{law}) to first order in $\eta$,
\begin{equation}
i\approx i_0\left[(2-\beta)+\beta\right]f\eta=2fi_0\,\eta .
\end{equation}
The factor 2 matters: using the one-electron relation $i=fi_0\eta$ here would double the inferred $i_0$. Agreement between the three values is a useful check that the same slow step controls the current near equilibrium and in both fitted ranges. It says nothing about potentials beyond them. It does not tell you which step, because the law for a slow second step also has coefficients that add to 2.

\textbf{Q.} Can the copper concentration tell me more than the slopes do?

\textbf{A.} It gives a separate test of the scheme, if you hold $E$ fixed against a reference electrode that does not depend on copper. The cathodic term of Eq.~(\ref{r1}) is proportional to $c_2$. In the anodic term, $c_1=c^\circ e^{f(E-E_2)}$ is set by the metal and the potential, so $c_2$ does not appear. The reaction orders in $\mathrm{Cu^{2+}}$ are one for deposition and zero for dissolution, apart from the small opposite reaction. A slow second step gives the same two orders, because $c_1$ is then proportional to $c_2$ at fixed $E$. They test the scheme, but they do not tell you which step is slow.

The exchange current has another order, because $E_{\rm eq}$ moves with concentration. By Eq.~(\ref{eq}), $e^{-\beta fE_{\rm eq}}\propto c_2^{-\beta/2}$, hence
\begin{equation}
i_0\propto c_2\,c_2^{-\beta/2}=c_2^{1-\beta/2},
\end{equation}
an order of $0.75$ for $\beta=1/2$. If the second step is slow, the anodic term of Eq.~(\ref{r2}) gives $i_0\propto e^{(1-\beta_2)fE_{\rm eq}}\propto c_2^{(1-\beta_2)/2}$, an order of $0.25$ for $\beta_2=1/2$. This order, like the slopes, distinguishes the two cases. In both it equals half the anodic coefficient, because the anodic current at fixed $E$ does not depend on $c_2$. It is therefore a consistency check on the anodic slope and not independent evidence.

The same argument tells you how transport enters. If the surface concentration $c_{2,s}$ differs from the bulk value $c_2$, and $\eta$ is still measured from the bulk equilibrium potential, the cathodic term of Eq.~(\ref{law}) is multiplied by $c_{2,s}/c_2$. The anodic term is unchanged. Depletion therefore distorts the deposition line and must be corrected or suppressed by stirring. For $m_2=10^{-5}$ m/s and the main parameters, the limiting current density $2Fm_2c_2$ is 965 A/m$^2$. The slope at $-100$ mV is then 128 instead of 118 mV per decade, and the kinetic current at $-300$ mV, about 4000 A/m$^2$, cannot be reached.

\textbf{Q.} Some $\mathrm{Cu^+}$ must escape into the solution. Does that spoil the argument?

\textbf{A.} Not if the escape is slow. Let its rate be $m(c_1-c_{1,\rm eq})$, with mass-transfer coefficient $m$ and a bulk solution in equilibrium with copper. The balance is now $r_2=r_1-m(c_1-c_{1,\rm eq})$, and Eq.~(\ref{i}) gives
\begin{equation}
i=-2Fr_1+Fm\,c_{1,\rm eq}(u-1).
\end{equation}
As long as step 2 still holds $u$ near $e^x$, the first term is Eq.~(\ref{law}) and the second is the extra current. For $\beta=1/2$ its size relative to the first is
\begin{equation}
\frac{Fmc_{1,\rm eq}}{i_0}\,\frac{e^x-1}{e^{-x/2}(e^{2x}-1)}
=\frac{Fmc_{1,\rm eq}}{i_0}\,\frac{1}{2\cosh(x/2)} .
\end{equation}
This is even in $x$, largest at equilibrium, and decreases on either side. With $m=10^{-5}$ m/s and the main parameters, this exchange with the solution supplies 1.2\% of the current near equilibrium and 0.34\% at both $+100$ and $-100$ mV. At $-100$ mV $u<1$, so $\mathrm{Cu^+}$ arrives from the solution instead of escaping into it. A solution that holds much more $\mathrm{Cu^+}$, for example because a ligand stabilises it, raises $c_{1,\rm eq}$, and the estimate must then be repeated.
